# When evanescent precession carries spin through an antiferromagnet

## Two coupled vectors

Take two unit vectors that both lean slightly away from the $z$ axis. Describe each lean by a complex number $\psi=n_x+in_y$, whose size is the tilt angle and whose phase is the direction of the tilt. The first vector is turned steadily by a source, $\psi_1=\theta_0e^{i\omega t}$. The second is tied to the first by a spring $C$, is pulled back to $z$ by a spring $k_0$, and feels a friction $g_0$. For slow rotation its inertia can be dropped, and with $\psi_2=\varphi_2e^{i\omega t}$ the forces balance when

$$C(\theta_0-\varphi_2)-k_0\varphi_2-i\omega g_0\varphi_2=0,\qquad \varphi_2=\frac{C\theta_0}{C+k_0+i\omega g_0}.$$

The torque about $z$ that the first vector exerts on the second is the cross product of displacement and spring force, $\mathrm{Im}[\varphi_2^*C(\theta_0-\varphi_2)]=C\theta_0\,\mathrm{Im}\,\varphi_2^*$, so

$$\tau_z=\frac{C^2\theta_0^2\,\omega g_0}{(C+k_0)^2+\omega^2g_0^2}=\omega g_0|\varphi_2|^2 .$$

Without friction the second vector precesses in step with the first, and the torque is zero. With friction it lags, and the spring passes on just the angular momentum that friction removes. Precession shows that the vectors are coupled; a steady flow of angular momentum also needs a lag, and a lag needs something that absorbs.

An antiferromagnet driven below its gap is a chain of such vectors. A lossless half space has nothing that absorbs, whereas a film with a spin sink on its far face does.

## From spins to a wave equation

Consider a simple cubic antiferromagnet with spin $S$, spacing $a$, exchange energy $J_{ex}\mathbf S_i\cdot\mathbf S_j$ per bond and easy-axis energy $-DS_z^2$ per site. There is no field along $z$. The sublattices are $\mathbf S_{A,B}=S(\pm\mathbf n+\mathbf m)$, with $\mathbf n\cdot\mathbf m=0$, $n^2=1-m^2$ and a small canting $\mathbf m$. Three constants follow, for variations slow on the scale $a$.

*Stiffness.* A bond along $x$ has energy $-J_{ex}S^2\,\mathbf n_i\cdot\mathbf n_{i+1}=J_{ex}S^2(-1+\tfrac12|\mathbf n_{i+1}-\mathbf n_i|^2)$. The difference is $a\,\partial_x\mathbf n$, and there is one such bond per volume $a^3$. The energy density is therefore $\tfrac A2|\partial_x\mathbf n|^2$ with $A=J_{ex}S^2/a$.

*Anisotropy.* Since $n_z^2\approx1-|\psi|^2$, the easy-axis term gives $\tfrac K2|\psi|^2$ with $K=2DS^2/a^3$.

*Inertia.* Canting changes a bond energy to $J_{ex}S^2(-n^2+m^2)=J_{ex}S^2(-1+2m^2)$. With three bonds per site the cost is $6J_{ex}S^2m^2/a^3$. The spin density is $s=\hbar Sm/a^3$, so this cost equals $s^2/2\rho$ with $\rho=\hbar^2/(12J_{ex}a^3)$. Angle and angular momentum are conjugate, so the rotation rate is $\partial(s^2/2\rho)/\partial s=s/\rho$. A rotating $\mathbf n$ thus carries $\mathbf s=\rho\,\mathbf n\times\dot{\mathbf n}$.

Balancing inertia against the elastic and anisotropy forces gives, to first order in the tilt,

$$\rho\,\ddot\psi=A\,\psi''-K\psi .$$

Multiply by $\psi^*$ and take the imaginary part. The $K$ term is real and drops out; this is where uniaxial symmetry enters. Since $|\dot\psi|^2$ and $|\psi'|^2$ are real, $\mathrm{Im}(\psi^*\ddot\psi)=\partial_t\mathrm{Im}(\psi^*\dot\psi)$ and $\mathrm{Im}(\psi^*\psi'')=\partial_x\mathrm{Im}(\psi^*\psi')$. Hence

$$\partial_ts+\partial_xJ=0,\qquad s=\rho\,\mathrm{Im}(\psi^*\dot\psi),\qquad J=-A\,\mathrm{Im}(\psi^*\psi').$$

Here $J$ is the current along $x$ of spin polarised along $z$, in J/m² (angular momentum per area and time). Counterclockwise precession counts as positive spin. Writing $\psi=|\varphi|e^{i\chi}e^{i\omega t}$ gives $J=-A|\varphi|^2\chi'$: the current is set by the twist of the precession phase along $x$.

## Why the half space carries nothing

Let the face $x=0$ be held at $\psi=\theta_0e^{i\omega t}$. With $\psi=\varphi(x)e^{i\omega t}$ the wave equation becomes

$$\varphi''=\kappa^2\varphi,\qquad \kappa^2=\frac{K-\rho\omega^2}{A}=\frac{\omega_0^2-\omega^2}{c^2},\qquad \omega_0^2=\frac K\rho,\quad c^2=\frac A\rho .$$

Below the gap $\omega_0$, $\kappa$ is real. The growing exponential is excluded in a half space, so $\varphi=\theta_0e^{-\kappa x}$. Every plane points in the same azimuthal direction at a given moment, $\chi'=0$, and $J=0$. Conservation gives the same answer: in the steady state $J$ does not depend on $x$, and it vanishes far away where nothing moves.

Spin does enter while the drive is being switched on, because the precessing layer stores

$$\int_0^\infty\rho\omega\theta_0^2e^{-2\kappa x}dx=\frac{\rho\omega\theta_0^2}{2\kappa}$$

per area. A time-dependent simulation of the wave equation tests this in units $A=\rho=K=\theta_0=1$. At $\omega=0.3$, where $\kappa=0.954$, the stored spin beyond the reading point $x=0.025$ should be $(0.3/1.908)\,e^{-0.05\times0.954}=0.150$. The simulated inflow is 0.1499, and the mean current after switch-on is $-7.5\times10^{-8}$.

Above the gap the outgoing solution is $\theta_0e^{i(\omega t-kx)}$ with $k^2=(\omega^2-\omega_0^2)/c^2$. Its phase twists, and $J=Ak\theta_0^2$. At $\omega=1.5$ in the same units this is $\sqrt{1.25}=1.118$; the simulation gives 1.1173. Here the far region itself carries the spin away, and no contact is needed.

## What the absorbing contact changes

In a film of thickness $L$ both exponentials are present, $\varphi=a_1e^{-\kappa x}+b_1e^{\kappa x}$. Then

$$\varphi^*\varphi'=\kappa\left(-|a_1|^2e^{-2\kappa x}+|b_1|^2e^{2\kappa x}+a_1^*b_1-a_1b_1^*\right).$$

The first two terms are real, and the last two add to $-2i\,\mathrm{Im}(a_1b_1^*)$. Therefore

$$J=2A\kappa\,\mathrm{Im}(a_1b_1^*).$$

Neither exponential carries a current alone. Their interference does, provided that the ratio $b_1/a_1$ is not real.

The contact fixes that phase. A metal that absorbs all the spin pumped into it takes $G\,\mathrm{Im}(\psi^*\dot\psi)=G\omega|\varphi(L)|^2$, where $G=\hbar g/4\pi$ and $g$ is the real part of the mixing conductance per area. It acts on the face as a friction force $-i\omega G\varphi$, which must cancel the elastic force $-A\varphi'$ from the film:

$$A\varphi'(L)=-i\omega G\varphi(L),\quad\text{or}\quad \varphi'(L)=-i\beta\kappa\,\varphi(L),\qquad \beta=\frac{\omega G}{A\kappa}.$$

Inserting the two exponentials and collecting terms gives

$$b_1e^{\kappa L}(1+i\beta)=a_1e^{-\kappa L}(1-i\beta),\qquad \frac{b_1}{a_1}=e^{-2\kappa L}\,\frac{1-i\beta}{1+i\beta}.$$

The reflected wave is shifted by $-2\arctan\beta$. Next, $\varphi(L)=a_1e^{-\kappa L}\left[1+\frac{1-i\beta}{1+i\beta}\right]=2a_1e^{-\kappa L}/(1+i\beta)$, while the condition $a_1+b_1=\theta_0$ reads

$$\theta_0=\frac{a_1e^{-\kappa L}}{1+i\beta}\left[(1+i\beta)e^{\kappa L}+(1-i\beta)e^{-\kappa L}\right]=\frac{2a_1e^{-\kappa L}}{1+i\beta}\left[\cosh\kappa L+i\beta\sinh\kappa L\right].$$

Dividing the two results gives $\varphi(L)=\theta_0/(\cosh\kappa L+i\beta\sinh\kappa L)$, and the current is

$$J=G\omega|\varphi(L)|^2=\frac{G\omega\theta_0^2}{\cosh^2\kappa L+\beta^2\sinh^2\kappa L}.$$

Three limits show its content.

- **No absorption, $\beta\to0$.** The amplitude at the far face is largest, but nothing is taken from it, and $J\to0$. A far face that only stores energy makes $\varphi'/\varphi$ real there. The ratio $b_1/a_1$ is then real too, and again $J=0$.
- **Too much absorption, $\beta\to\infty$.** The contact pins the face, and $J\to0$ as $1/\beta$. In between, $\beta/(\cosh^2\kappa L+\beta^2\sinh^2\kappa L)$ is largest when $\cosh^2\kappa L=\beta^2\sinh^2\kappa L$. Thus $\beta=\coth\kappa L$ and $J_{max}=A\kappa\theta_0^2/\sinh2\kappa L$.
- **Thick film.** $J\to4G\omega\theta_0^2e^{-2\kappa L}/(1+\beta^2)$. The half space is the smooth limit of the film, and the current fades at twice the rate of the amplitude.

The handedness of the drive matters. A general drive at one frequency is $\theta_+e^{i\omega t}+\theta_-e^{-i\omega t}$. The cross terms in $J$ oscillate at $2\omega$ and average out, and in the formula above $\omega\to-\omega$ reverses $J$, so the direct current is proportional to $|\theta_+|^2-|\theta_-|^2$. A linearly polarised drive then sends none through a uniaxial film. This holds for faces without net spin. Where one sublattice dominates a face, its net spin makes the two senses of rotation unequal, by about 10 percent at fixed angle for a 5 nm film with (111) faces and the parameters used below, and a linear drive leaves a small direct current.

## How large it is

The example uses round model parameters for a trilayer of ferromagnet, antiferromagnetic insulator and heavy metal: $S=5/2$, $a=0.4$ nm, $J_{ex}=2$ meV, $D=4$ µeV, $g=5$ nm⁻², a 10 GHz drive and $\theta_0=0.02$ rad.

These give $A=5.007$ pJ/m and a gap of 265 GHz, so the drive is far below the gap. The spins are treated here as classical vectors. For a fully polarised quantum spin the single-ion anisotropy is smaller by the factor $1-1/2S=0.8$, and zero-point fluctuations of the Néel state lower the factor further, to about 0.73 in linear spin-wave theory. With the same $D$, and the smaller spin-wave corrections to stiffness and inertia included, the gap would be about 232 GHz, and the current below would be about 15 percent larger at 5 nm and nearly twice as large at 15 nm. For $L=5$ nm, $\kappa L=0.790$, and the decay length is $5/0.790=6.33$ nm. (The line for $1/\kappa$ in the numerical output reads 0.000 nm because of a wrong conversion to nanometres in that line; the value here follows from the printed $\kappa L$.)

With $\omega=6.283\times10^{10}$ s⁻¹ and $G=4.196\times10^{-17}$ J s/m², $G\omega=2.636\times10^{-6}$ J/m². Also $A\kappa=5.007\times10^{-12}\times0.790/(5\times10^{-9})=7.91\times10^{-4}$ J/m², so $\beta=3.33\times10^{-3}$. The term in $\beta^2$ is negligible, and

$$J=\frac{2.636\times10^{-6}\times(0.02)^2}{\cosh^2 0.790}=\frac{1.054\times10^{-9}}{1.765}=0.597\ \text{nJ/m}^2 .$$

Multiplied by $2e/\hbar$ this is about 180 A/cm². The phase lag across the film is only 0.126°, while the tilt falls from 0.0200 to 0.0151 rad. The twist is this small because the contact absorbs weakly compared with the elastic response of the film, $G\omega\ll A\kappa$, which is the statement $\beta\ll1$.

A calculation on the spin lattice itself, with the current read from the exchange torques between planes, gives 0.598 nJ/m², and $-0.598$ nJ/m² for the reversed drive. At 200 GHz and 15 nm it exceeds the continuum formula by 2.1 percent. The cause is the free face. Let $u_i$ be the canting of plane $i$ relative to the bulk. Balance of exchange torques gives $10u_i+u_{i-1}+u_{i+1}=12$ inside and $9u_N+u_{N-1}=12$ at the end plane, which lacks one neighbour. The solution is $u=1+d\,r^j$ at $j$ planes from the end, with $r=2\sqrt6-5$ and $d=2/(9+r)$. The summed excess is $d/(1-r)=1/(2\sqrt6)$, so the face carries the inertia of an extra layer $\delta=a/(2\sqrt6)=0.082$ nm. The force balance at the face becomes $A\varphi'(L)=(\rho\delta\omega^2-i\omega G)\varphi(L)$, which replaces $\cosh\kappa L$ in the current formula by $\cosh\kappa L-(\rho\delta\omega^2/A\kappa)\sinh\kappa L$. With this included, the ratio of lattice to continuum current is 1.0004.

At fixed $\theta_0$ the current falls with thickness as follows.

| $L$ (nm) | $J$ (nJ/m²) |
|---|---|
| 5 | 0.597 |
| 15 | 0.0362 |
| 25 | 0.00156 |
| 50 | $5.8\times10^{-7}$ |

In the continuum formula the best contact would pass 136 nJ/m² through the 5 nm film (the spin lattice gives about 5 percent more), but it would need $g\approx2300$ nm⁻², some 450 times the value used and far beyond what a metal interface offers. At 10 GHz these films are therefore limited by weak absorption, and $J$ grows in proportion to $g$. For comparison, a half space driven at 300 GHz, above the gap, carries 168 nJ/m² at the same angle.

## Where the clean statement fails

**Bulk damping.** Gilbert damping $\alpha$ adds a force $-\eta\dot\psi$ with $\eta=\alpha\hbar S/a^3$. The half-space solution becomes $\theta_0e^{-qx}$ with $q^2=\kappa^2+i\omega\eta/A$, and $J(0)=A\theta_0^2\,\mathrm{Im}\,q\approx\omega\eta\theta_0^2/2\kappa$. Now the bulk is the absorber. For $\alpha=10^{-4}$ this is 0.033 nJ/m², about 5 percent of the film current. In the damped 5 nm film on the lattice, 0.632 nJ/m² crosses the first bond and 0.598 reaches the contact. At fixed $\theta_0$ the source supplies the loss, so the delivered current hardly changes. To leading order the loss is proportional to $\alpha$; at $\alpha=10^{-3}$ it would be comparable with the delivered current.

**In-plane anisotropy.** If the restoring constants for $n_x$ and $n_y$ differ, spin along $z$ is no longer conserved, and the two components decay at different rates $\kappa_x$ and $\kappa_y$. Averaged over time, $J=-A\langle n_xn_y'-n_yn_x'\rangle=A(\kappa_y-\kappa_x)\langle n_xn_y\rangle$. For a linear drive at 45° to the axes, $n_x=n_y=(\theta_0/\sqrt2)\cos\omega t$ at the face, so $\langle n_xn_y\rangle=\theta_0^2/4$ and

$$J(0)=\tfrac14A\theta_0^2(\kappa_y-\kappa_x).$$

With constants $K(1\pm0.01)$ this is 0.79 nJ/m², more than the film current, even in a lossless half space. The crystal lattice takes up this spin near the driven face. For a circular drive $\langle n_xn_y\rangle=0$, and the half space again draws no direct current.

**Thermal magnons.** The gap corresponds to 12.7 K. Above that temperature many magnons are thermally excited, and they can carry spin through a film too thick for the coherent drive. For a rough ballistic estimate, let the two magnon species, with spin $\pm\hbar$, have chemical potentials $\pm\mu$ at the driven face, with $\mu=\hbar\omega\theta_0^2$ taken as the scale of the pumped accumulation. There are $k^2/4\pi$ transverse modes per area. Each species contributes $\hbar\int\frac{d\varepsilon}{2\pi\hbar}\frac{k^2}{4\pi}\,\mu\left(-\frac{dn}{d\varepsilon}\right)$, with $n$ the Bose function, so

$$J_{th}\approx\frac{\mu}{\pi}\int d\varepsilon\,\frac{k^2}{4\pi}\left(-\frac{dn}{d\varepsilon}\right).$$

With the integral cut off at the top of the magnon band, 30 meV, this gives $6\times10^{-5}$ nJ/m² at 4 K and about 0.16 nJ/m² at 77 K. The long-wavelength spectrum used here is less accurate at 77 K, where the full lattice spectrum gives 0.19 nJ/m². The coherent result stands for the 5 nm film at 4 K. At 77 K the thermal channel may add up to roughly a quarter to a third as much, and for the 15 nm film it may dominate. These figures assume that the metal absorbs every magnon that arrives; with $g=5$ nm⁻² reflection at the contact cuts them to a little over half at 4 K and to a little over a third at 77 K.

## Real trilayers and what to do

The parameters are rough typical values. Many easy-axis antiferromagnetic insulators have gaps between roughly 0.1 THz and somewhat above 1 THz, though some gaps are much smaller, and a mixing conductance of a few per nm² belongs to a good interface. The damping of $10^{-4}$ suits a good crystal; a sputtered polycrystalline film can be much lossier. Real metals also return part of the absorbed spin, which lowers the effective $g$ and, at small $\beta$, the current in proportion.

The fixed angle $\theta_0$ is also an assumption, and the current depends on its square. Suppose that a ferromagnet precessing at angle $\theta_F$ drives the face through an interface exchange $C$ that acts on $\mathbf n$. This requires a face on which one sublattice dominates. On a perfectly compensated face, such as that of the simple cubic model with both sublattices in every plane, a static uniform exchange cancels to first order, and rotation leaves only a small first-order term proportional to $\omega$. At a strength near 0.5 mJ/m², the size considered below, the face is hardly driven: $\theta_0$ is about half a percent of $\theta_F$. At ten times that strength higher-order effects are no longer small. For small $\beta$ the film resists with $-A\varphi'(0)=A\kappa\tanh(\kappa L)\,\theta_0$, so $C(\theta_F-\theta_0)=A\kappa\tanh(\kappa L)\,\theta_0$ and

$$\theta_0=\frac{\theta_F}{1+A\kappa\tanh(\kappa L)/C}.$$

For the 5 nm film $A\kappa\tanh\kappa L=0.79\times0.658=0.52$ mJ/m². An interface exchange of the same size roughly halves the angle and cuts the current to roughly a quarter. The net spin of the face, left out of this estimate, shifts both values somewhat, and differently for the two senses of rotation.

In practice, and within this model:

- To send coherent spin through below the gap, keep $L$ near or below $1/\kappa$, use a handed drive, and raise $g$. At fixed $\theta_0$ this helps as long as $\beta<\coth\kappa L$; with a source coupled through a finite $C$ the best $\beta$ is lower, but still far above that of the contact used here.
- To block it, make the film several decay lengths thick. Cooling well below the gap temperature reduces the thermal current but does not remove it: in the ballistic estimate above, thermal magnons exceed the coherent current beyond about 35 nm even at 4 K.
- Do not read extra damping of the source as transmitted spin. Bulk damping also draws spin and energy at the entrance. In-plane anisotropy can draw spin there without drawing energy, so damping of the source does not measure that spin either. Measure at the far contact, and compare thicknesses at known $\theta_0$: coherent transmission falls as $e^{-2\kappa L}$ in thick films.
- To carry spin over long distances coherently, drive a low-damping crystal above the gap, where damping rather than evanescence sets the range. In this model the amplitude at 300 GHz decays over about 1 µm for $\alpha=10^{-4}$, but over only 14 nm for $\alpha=10^{-2}$.

## Computed results

```
spin S = 2.5, spacing = 0.4 nm
exchange = 2.0 meV
easy-axis energy D = 4.0 ueV
drive = 10 GHz, angle = 0.02 rad
mixing conductance = 5.0 nm^-2
stiffness A = 5.007 pJ/m
inertia rho = 4.519e-20 J s^2/m^3
anisotropy K = 125.2 kJ/m^3
gap frequency = 264.9 GHz
magnon speed = 10.53 km/s
decay length 1/kappa = 0.000 nm
contact absorption G = 4.196e-17 J s/m^2
contact ratio beta = 3.333e-03
kappa L at 5 nm = 0.7900
growing/decaying size = 0.2060
growing/decaying phase = -0.3819 deg
phase at far face = -0.1257 deg
angle at far face = 0.01505 rad
film current, 5 nm = 5.974e-01 nJ/m^2
film current, 15 nm = 3.622e-02 nJ/m^2
film current, 25 nm = 1.563e-03 nJ/m^2
film current, 50 nm = 5.797e-07 nJ/m^2
5 nm film, charge units = 181.5 A/cm^2
5 nm film, lattice = 0.5981 nJ/m^2
5 nm, reversed drive, lattice = -0.5981 nJ/m^2
surface inertia layer = 0.0816 nm
lattice/continuum, 200 GHz, 15 nm = 1.0211
same with surface inertia = 1.0004
best-contact current, 5 nm = 136.1 nJ/m^2
best-contact conductance = 2279 nm^-2
half space, 300 GHz = 168.4 nJ/m^2
stored spin, half space = 3.408e-05 hbar/nm^2
simulated mean current, w=0.3 gap = -7.5e-08 (A=rho=K=1)
simulated inflow, w=0.3 gap = 0.1499 (A=rho=K=1)
simulated mean current, w=1.5 gap = 1.1173 (A=rho=K=1)
bulk damping alpha = 1e-04
damped half space, J(0) = 0.0328 nJ/m^2
damped 5 nm film, entering = 0.6323 nJ/m^2
damped 5 nm film, delivered = 0.5981 nJ/m^2
K +-1% in plane, linear drive = 0.7922 nJ/m^2
gap / kB = 12.71 K
thermal estimate, 4 K = 5.90e-05 nJ/m^2
thermal estimate, 77 K = 1.62e-01 nJ/m^2
```
